# Zeeman effect of boronlike argon in a one-electron Dirac model: verification in Python

```python
# Boronlike argon, one Dirac 2p electron in a local potential V(r); Hartree units, mu_B = 1/2.
# psi = (G Omega_kappa, i F Omega_-kappa)/r; b = 2p1/2 (kappa=1), a = 2p3/2 (kappa=-2); x = Z alpha.
# Under test:  g(2p1/2) = 2/3 - (8/3) int F^2 - 2 ae/3          (Lande, Dirac, anomaly ae)
#   B^2 shift = -M^2 (B/2)^2/Delta + B^2 <r^2>/12,  M = sqrt(2)/3 (-c R + 2 ae),
#   R = int r (Ga Fb + Fa Gb),  Delta = E(2p3/2) - E(2p1/2),
#   B^3 change of g = M^2 (B/2)^2 (g32-g12)/Delta^2 + 2 <r^2>_ab B^2/(45 Delta).
import numpy as np
from math import factorial, sqrt, pi
from numpy.polynomial import legendre as leg
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.special import lpmv
from scipy import constants as sc
pc = sc.physical_constants
Z = 18; c0 = 1/sc.alpha; x = Z/c0
ae = pc['electron mag. mom. anomaly'][0]
eV = pc['Hartree energy in eV'][0]; Hz = pc['hartree-hertz relationship'][0]
Bau = pc['atomic unit of mag. flux density'][0]

# ---- nonrelativistic L,S algebra: Lande factors and two-level closed form
Lz = np.diag([1., 0, -1]); Lp = sqrt(2)*np.eye(3, k=1); Sz = np.diag([.5, -.5]); Sp = np.eye(2, k=1)
LS = np.kron(Lz, Sz) + 0.5*(np.kron(Lp, Sp.T) + np.kron(Lp.T, Sp))
LZ = np.kron(Lz, np.eye(2)); SZ = np.kron(np.eye(3), Sz)
for gs in (2.0, 2.4):
    for m in (0.5, -0.5):
        sel = np.where(np.isclose(np.diag(LZ+SZ), m))[0]; blk = np.ix_(sel, sel)
        u = np.linalg.eigh(LS[blk])[1]; zee = u.T @ (LZ+gs*SZ)[blk] @ u
        g1, g3, Mn = 1-(gs-1)/3, 1+(gs-1)/3, (gs-1)*sqrt(2)/3
        assert abs(zee[0, 0]/m-g1) < 1e-12 and abs(zee[1, 1]/m-g3) < 1e-12
        assert abs(abs(zee[0, 1])-Mn) < 1e-12
        y = 0.3; low = np.linalg.eigvalsh((LS/1.5+y*(LZ+gs*SZ))[blk])[0]+1/1.5   # Delta = 1
        assert abs(low-0.5*(1+y*m*(g1+g3)-sqrt((1+y*m*(g3-g1))**2+4*Mn**2*y**2))) < 1e-12

# ---- spherical spinors on an angular quadrature
ct, wt = leg.leggauss(12); ph = 2*pi*(np.arange(8)+0.3)/8
CT, PH = np.meshgrid(ct, ph, indexing='ij'); WA = wt[:, None]*np.full_like(PH, 2*pi/8)
nx, ny = np.sqrt(1-CT**2)*np.cos(PH), np.sqrt(1-CT**2)*np.sin(PH)
def Ylm(l, m):
    if abs(m) > l: return 0j*CT
    v = sqrt((2*l+1)/(4*pi)*factorial(l-abs(m))/factorial(l+abs(m)))*lpmv(abs(m), l, CT)*np.exp(1j*abs(m)*PH)
    return v if m >= 0 else (-1)**abs(m)*np.conj(v)
def Om(k, m):
    l = k if k > 0 else -k-1
    return (-np.sign(k)*sqrt(abs((k+.5-m)/(2*k+1)))*Ylm(l, round(m-.5)),
            sqrt(abs((k+.5+m)/(2*k+1)))*Ylm(l, round(m+.5)))
def ang(k1, k2, m, op):
    p, q = Om(k1, m), op(*Om(k2, m))
    return np.sum(WA*(np.conj(p[0])*q[0]+np.conj(p[1])*q[1]))
sigz = lambda u, d: (u, -d)
cross = lambda u, d: (-1j*nx*d-ny*d, 1j*nx*u-ny*u)       # (n x sigma)_z = nx sigma_y - ny sigma_x
sin2 = lambda u, d: ((1-CT**2)*u, (1-CT**2)*d)
for m in (0.5, -0.5):
    for k in (1, -1, 2, -2):
        u, d = Om(k, m); u2, d2 = Om(-k, m)
        assert np.allclose(CT*u+(nx-1j*ny)*d, -u2) and np.allclose((nx+1j*ny)*u-CT*d, -d2)
        assert abs(ang(k, k, m, sigz)+2*m/(2*k+1)) < 1e-12
    for k1 in (1, -2):
        for k2 in (1, -2):
            s = (ang(-k1, -k2, m, sigz)-ang(k1, k2, m, sigz))/2
            assert abs(1j*ang(k1, -k2, m, cross)-s) < 1e-12 and abs(-1j*ang(-k1, k2, m, cross)-s) < 1e-12
    assert abs(ang(-2, 1, m, sigz)+2*sqrt(2)/3) < 1e-12 and abs(ang(2, -1, m, sigz)) < 1e-12
    assert abs(ang(1, 1, m, sin2)-2/3) < 1e-12 and abs(ang(-2, 1, m, sin2)-m*4*sqrt(2)/15) < 1e-12

# ---- radial Dirac solver: B-splines with dual kinetic balance
deg, nint, r0, rmax, ng = 7, 80, 3e-4, 5.0, 16
br = r0*np.expm1(np.arange(nint+1)*np.log(1+rmax/r0)/nint)
ns = nint+deg; spl = BSpline(np.r_[np.zeros(deg), br, np.full(deg, br[-1])], np.eye(ns), deg)
xg, wg = leg.leggauss(ng); half = 0.5*np.diff(br)
r = (half[:, None]*(xg+1)+br[:-1, None]).ravel(); w = (half[:, None]*wg).ravel()
S0, S1, S2 = spl(r), spl(r, nu=1), spl(r, nu=2); ri = (1/r)[:, None]
Pint = np.array([leg.legval(xg, leg.legint(e, lbnd=-1)) for e in np.eye(ng)]).T
Imat = Pint @ np.linalg.inv(leg.legvander(xg, ng-1))
def cumint(f):
    f = f.reshape(nint, ng); tot = (f @ wg)*half
    return ((f @ Imat.T)*half[:, None]+(np.cumsum(tot)-tot)[:, None]).ravel()
def hartree(rho): return cumint(rho)/r+np.sum(w*rho/r)-cumint(rho/r)
I = lambda f: np.sum(w*f)
ip = lambda A, f, B: A.T @ ((w*f)[:, None]*B)
def solve(k, V, dV=0.0, a=0.0, c=c0, mass=1.0):
    i1 = slice(1 if k == -1 else 2, ns-2); i2 = slice(1 if k == 1 else 2, ns-2)
    G = np.hstack([S0[:, i1], (S1-k*S0*ri)[:, i2]/(2*c)])
    F = np.hstack([(S1+k*S0*ri)[:, i1]/(2*c), S0[:, i2]])
    D = np.hstack([(S1+k*S0*ri)[:, i1], (S2-k*(k-1)*S0*ri**2)[:, i2]/(2*c)])   # G' + k G/r
    n = 1/np.sqrt(w @ (G**2+F**2)); G, F, D = G*n, F*n, D*n
    K = c*ip(F, 1, D)-a/(2*c)*ip(F, dV, G)                # last part: electric Pauli term
    H = ip(G, V+(mass-1)*c*c, G)+ip(F, V-(mass+1)*c*c, F)+K+K.T
    S = ip(G, 1, G)+ip(F, 1, F)
    C = eigh(H, S)[1]
    E = np.einsum('ij,ij->j', C, H @ C)/np.einsum('ij,ij->j', C, S @ C)
    G, F, D = G @ C, F @ C, D @ C
    sg = np.sign(G[np.argmax(abs(G), axis=0), np.arange(len(E))]); G, F, D = G*sg, F*sg, D*sg
    bd = np.where((E > -c*c) & (E < (mass-1)*c*c) & ((w*r) @ (G**2+F**2) > 0.01))[0]
    return E, G, F, D, bd[np.argsort(E[bd])]
def state(k, V, i=0, **kw):
    E, G, F, D, bd = solve(k, V, **kw); j = bd[i]
    return E[j], G[:, j], F[:, j], D[:, j]
g_direct = lambda k, G, F: 2*c0*k*I(r*G*F)/(k*k-0.25)
g_beta = lambda k, beta: k*(k*beta-0.5)/(k*k-0.25)

# ---- bare Coulomb potential
Vc = -Z/r
for n, k, i in ((1, -1, 0), (2, -1, 1), (2, 1, 0), (2, -2, 0)):
    som = c0**2*(1/sqrt(1+(x/(n-abs(k)+sqrt(k*k-x*x)))**2)-1)
    assert abs(state(k, Vc, i)[0]/som-1) < 1e-7
Ebc, Gbc, Fbc, _ = state(1, Vc); Eac = state(-2, Vc)[0]
gC = g_beta(1, sqrt((1+sqrt(1-x*x))/2)); gCnum = g_direct(1, Gbc, Fbc)
assert abs(gCnum-gC) < 1e-7 and abs(gCnum-(2/3-x**2/6-5*x**4/96)) < 0.1*x**6
for c in (c0, 4*c0):      # electric Pauli term raises the splitting by 2 ae, up to relative (Z/c)^2
    e1, ga, fa, _ = state(-2, Vc, c=c); e2, gb, fb, _ = state(1, Vc, c=c)
    assert abs(-I(Z/r**2*(ga*fa-gb*fb))/c/(2*(e1-e2))-1) < 2*(Z/c)**2
assert np.max(abs(hartree(4*Z**3*r*r*np.exp(-2*Z*r))-(1-np.exp(-2*Z*r)*(1+Z*r))/r)) < 1e-8

# ---- self-consistent core-Hartree potential
VH = 0*r
for it in range(100):
    E, G, F, D, bd = solve(-1, Vc+VH)
    rho = 2*np.sum(G[:, bd[:2]]**2+F[:, bd[:2]]**2, axis=1)
    new = hartree(rho); err = np.max(abs(r*(new-VH))); VH = 0.5*(VH+new)
    if err < 1e-8: break
assert err < 1e-8 and abs(r[-1]*VH[-1]-4) < 1e-7
E1s, E2s = E[bd[:2]]; V = Vc+VH; dV = (Z-cumint(rho))/r**2
Eb, Gb, Fb, Db = state(1, V); Ea, Ga, Fa, _ = state(-2, V)
gD1, gD3 = 2/3-8/3*I(Fb**2), g_beta(-2, 1-2*I(Fa**2))
for k, g, GG, FF in ((1, gD1, Gb, Fb), (-2, gD3, Ga, Fa)):
    beta = (state(k, V, mass=1+1e-4)[0]-state(k, V, mass=1-1e-4)[0])/(2e-4*c0**2)
    assert abs(g_direct(k, GG, FF)-g) < 1e-7 and abs(g_beta(k, beta)-g) < 1e-7
T = I(Db**2)/2
assert abs(-4/3*T/c0**2/(gD1-2/3)-1) < 2*x*x
DelD = Ea-Eb; cR = c0*I(r*(Ga*Fb+Fa*Gb)); ov = I(Ga*Gb); tail = DelD*I(r*(Ga*Fb-Fa*Gb))/(2*c0)
assert abs(cR+ov-tail) < 1e-7
dDel = -ae/c0*I(dV*(Ga*Fa-Gb*Fb)); Del = DelD+dDel
r2b = I(r*r*(Gb**2+Fb**2)); r2ab = I(r*r*Ga*Gb); r2core = I(r*r*rho)
def formulas(a, Delta):
    M = sqrt(2)/3*(-cR+2*a); g1, g3 = gD1-2*a/3, gD3+2*a/3
    return M, g1, g3, -M*M/4/Delta, M*M/4*(g3-g1)/Delta**2, 2*r2ab/(45*Delta)

# ---- coupled kappa = 1, -2 channels diagonalized in a finite field (all positive and negative states)
def coupled(a):
    ch = {k: solve(k, V, dV=dV, a=a) for k in (1, -2)}; j0 = ch[1][4][0]
    H0 = np.diag(np.r_[ch[1][0], ch[-2][0]]-ch[1][0][j0]); Bs = 0.002*np.arange(1, 4); en = {}
    for m in (0.5, -0.5):
        def W(p, q):
            Gp, Fp, Gq, Fq = ch[p][1], ch[p][2], ch[q][1], ch[q][2]
            return (c0/2*((1j*ang(p, -q, m, cross)).real*ip(Gp, r, Fq)-(1j*ang(-p, q, m, cross)).real*ip(Fp, r, Gq))
                    + a/2*(ang(p, q, m, sigz).real*ip(Gp, 1, Gq)-ang(-p, -q, m, sigz).real*ip(Fp, 1, Fq)))
        Wm = np.block([[W(p, q) for q in (1, -2)] for p in (1, -2)]); Wm = (Wm+Wm.T)/2; out = []
        for B in Bs:
            H = H0+B*Wm; U = np.linalg.eigh(H)[1]; v = U[:, np.argmax(abs(U[j0]))]
            out.append(v @ (H @ v)/(v @ v))
        en[m] = np.array(out)
    s = np.arange(1., 4.)[:, None]
    ev = np.linalg.solve(s**np.array([2, 4, 6]), (en[.5]+en[-.5])/2)
    od = np.linalg.solve(s**np.array([1, 3, 5]), (en[.5]-en[-.5])/2)
    return 4*od[0]/Bs[0], ev[0]/Bs[0]**2, 4*od[1]/Bs[0]**3
f0, f1 = formulas(0.0, DelD), formulas(ae, Del); n0, n1 = coupled(0.0), coupled(ae); dia = r2b/12
assert abs(n0[0]-gD1) < 1e-7
assert abs(n0[1]-f0[3]-dia) < x*x*dia            # remainder: relativistic correction to diamagnetism
assert abs(n0[2]-f0[4]-f0[5]) < 0.1*f0[5]
assert abs((n1[0]-n0[0])/(-2*ae/3)-1) < 2*x*x     # remainder: binding correction to the anomaly term
assert abs((n1[1]-n0[1])/(f1[3]-f0[3])-1) < 5*x*x
assert abs(n1[2]-f1[4]-f1[5]) < 0.1*f1[5]

M, g1, g3, q2, q3, q3x = f1; B = 7.0/Bau; MHz = Hz*B*B/1e6
def p(label, v, unit='', fmt='.7f'): print(f'{label} = {v:{fmt}} {unit}'.rstrip())
p('Z alpha', x); p('c', c0, 'a.u.', '.6f'); p('anomaly ae', ae, '', '.8e'); p('alpha/(2 pi)', sc.alpha/2/pi, '', '.8e')
p('Coulomb: <beta> 2p1/2', 1-2*I(Fbc**2), '', '.8f'); p('Coulomb: -x^2/6', -x*x/6); p('Coulomb: -5x^4/96', -5*x**4/96)
p('Coulomb: g Dirac', gC); p('Coulomb: g with anomaly', gC-2*ae/3); p('Coulomb: Delta', (Eac-Ebc)*eV, 'eV', '.4f')
p('CH: E(1s)', E1s, 'hartree', '.4f'); p('CH: E(2s)', E2s, 'hartree', '.4f')
p('CH: E(2p1/2)', Eb, 'hartree', '.6f'); p('CH: E(2p3/2)', Ea, 'hartree', '.6f')
p('CH: int F^2 2p1/2', I(Fb**2), '', '.6e'); p('CH: int F^2 2p3/2', I(Fa**2), '', '.6e')
p('CH: <T> 2p1/2', T, 'hartree', '.4f'); p('CH: -(4/3)<T>/c^2', -4/3*T/c0**2)
p('Lande term', 2/3); p('Dirac term', gD1-2/3); p('screening change of g', gD1-gC); p('anomaly term', -2*ae/3)
p('g(2P1/2)', g1); p('g(2P3/2)', g3); p('g Dirac from coupled channels', n0[0])
p('Pauli binding part of g (not adopted)', n1[0]-n0[0]+2*ae/3, '', '.2e')
p('omitted scale (alpha/pi) x^2', sc.alpha/pi*x*x, '', '.1e'); p('omitted scale m_e/(40 u)', sc.m_e/(40*sc.u), '', '.1e')
p('Delta Dirac', DelD, 'hartree', '.6f'); p('Delta anomaly part', dDel, 'hartree', '.6f')
p('anomaly part/(2 ae Delta)', dDel/(2*ae*DelD), '', '.4f'); p('Delta', Del, 'hartree', '.6f'); p('Delta', Del*eV, 'eV', '.4f')
p('int Ga Gb', ov); p('small term of identity', tail, '', '.2e'); p('-c R', -cR); p('M', M); p('M^2', M*M)
p('<r^2> 2p1/2', r2b, 'bohr^2', '.5f'); p('<r^2>_ab', r2ab, 'bohr^2', '.5f'); p('core sum <r^2>', r2core, 'bohr^2', '.5f')
p('B^2 coeff mixing', q2, 'a.u.', '.5f'); p('B^2 coeff valence diamagnetic', dia, 'a.u.', '.5f')
p('B^2 coeff coupled channels', n1[1], 'a.u.', '.5f'); p('g2 mixing', 4*c0**2*q2, '', '.0f'); p('g2 mixing+valence', 4*c0**2*(q2+dia), '', '.0f')
p('B (7 T)', B, 'a.u.', '.5e'); p('mu_B B/Delta', B/2/Del, '', '.4e'); p('Larmor frequency', g1*B/2*Hz/1e9, 'GHz', '.4f')
p('mixing shift', q2*B*B, 'hartree', '.4e'); p('mixing shift', q2*MHz, 'MHz', '.4f')
p('valence diamagnetic shift', dia*MHz, 'MHz', '.4f'); p('core diamagnetic shift', r2core/12*MHz, 'MHz', '.4f')
p('mixing shift, rough Delta 2.8 eV', q2*MHz*Del*eV/2.8, 'MHz', '.1f')
p('delta g3 two-level', q3*B*B, '', '.3e'); p('delta g3 cross term', q3x*B*B, '', '.2e')
p('delta g3 coupled channels', n1[2]*B*B, '', '.3e'); p('B^3 shift of Larmor frequency', (q3+q3x)*B**3/2*Hz, 'Hz', '.0f')
print('checks complete')
```

It prints:

```
Z alpha = 0.1313523
c = 137.035999 a.u.
anomaly ae = 1.15965218e-03
alpha/(2 pi) = 1.16140973e-03
Coulomb: <beta> 2p1/2 = 0.99783159
Coulomb: -x^2/6 = -0.0028756
Coulomb: -5x^4/96 = -0.0000155
Coulomb: g Dirac = 0.6637754
Coulomb: g with anomaly = 0.6630023
Coulomb: Delta = 4.8054 eV
CH: E(1s) = -133.9602 hartree
CH: E(2s) = -28.5190 hartree
CH: E(2p1/2) = -27.133910 hartree
CH: E(2p3/2) = -27.022995 hartree
CH: int F^2 2p1/2 = 8.184367e-04
CH: int F^2 2p3/2 = 8.144949e-04
CH: <T> 2p1/2 = 31.0168 hartree
CH: -(4/3)<T>/c^2 = -0.0022022
Lande term = 0.6666667
Dirac term = -0.0021825
screening change of g = 0.0007087
anomaly term = -0.0007731
g(2P1/2) = 0.6637111
g(2P3/2) = 1.3323688
g Dirac from coupled channels = 0.6644842
Pauli binding part of g (not adopted) = -3.82e-06
omitted scale (alpha/pi) x^2 = 4.0e-05
omitted scale m_e/(40 u) = 1.4e-05
Delta Dirac = 0.110915 hartree
Delta anomaly part = 0.000261 hartree
anomaly part/(2 ae Delta) = 1.0130
Delta = 0.111176 hartree
Delta = 3.0252 eV
int Ga Gb = 0.9991686
small term of identity = 4.41e-06
-c R = 0.9991642
M = 0.4721038
M^2 = 0.2228820
<r^2> 2p1/2 = 0.12447 bohr^2
<r^2>_ab = 0.12501 bohr^2
core sum <r^2> = 0.34451 bohr^2
B^2 coeff mixing = -0.50119 a.u.
B^2 coeff valence diamagnetic = 0.01037 a.u.
B^2 coeff coupled channels = -0.49083 a.u.
g2 mixing = -37647
g2 mixing+valence = -36868
B (7 T) = 2.97807e-05 a.u.
mu_B B/Delta = 1.3394e-04
Larmor frequency = 65.0262 GHz
mixing shift = -4.4450e-10 hartree
mixing shift = -2.9247 MHz
valence diamagnetic shift = 0.0605 MHz
core diamagnetic shift = 0.1675 MHz
mixing shift, rough Delta 2.8 eV = -3.2 MHz
delta g3 two-level = 2.673e-09
delta g3 cross term = 4.43e-11
delta g3 coupled channels = 2.718e-09
B^3 shift of Larmor frequency = 266 Hz
checks complete
```
